# Debugging a numerical check: Electronic Thermal Conductivity Is an Open-Circuit Coefficient, Not a Zero-Force One

```python
"""
Result under test: the open-circuit electronic thermal conductivity is
    kappa_e = kappa_0 - S^2 sigma T = sigma Var_w(E) / (e^2 T),
where kappa_0 is the heat coefficient at zero electrochemical force,
sigma the conductivity, S the Seebeck coefficient, T the temperature, and
w(E) the normalized product of transport distribution and -df/dE.
Electrons have charge -e. Reduced energies: x = E/(kB T), eta = mu/(kB T),
y = x - eta. Electrochemical force = electric field + grad(mu)/e.
Worked model: parabolic band, tau = tau0 x^(-1/2), so the transport
distribution is proportional to E.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e, hbar, k as kB, m_e
from scipy.integrate import quad
from scipy.special import expit


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def thermal_window(y):
    return expit(y) * expit(-y)


def weighted_moments(shape, eta, low, high):
    """Norm, mean of y and mean of y^2 by quadrature."""
    points = [eta] if low < eta < high else None
    raw = [quad(lambda x: shape(x) * (x - eta)**n * thermal_window(x - eta),
                low, high, points=points, epsabs=1e-14 * np.exp(min(eta, 0)),
                epsrel=1e-10, limit=300)[0] for n in range(3)]
    return raw[0], raw[1] / raw[0], raw[2] / raw[0]


def power_moments(p, eta):
    return weighted_moments(lambda x: x**p, eta,
                            max(0.0, eta - 45), max(eta, 0.0) + 45)


def closed_moments(eta):
    """Norm, mean y, variance for transport distribution linear in E."""
    z = -mp.exp(eta)
    norm = mp.log(1 - z)
    mean_x = -2 * mp.re(mp.polylog(2, z)) / norm
    mean_x2 = -6 * mp.re(mp.polylog(3, z)) / norm
    return float(norm), float(mean_x - eta), float(mean_x2 - mean_x**2)


# Model parameters and coefficients from the closed formulas
T, eta, tau0, mass = 600.0, 1.0, 20e-15, m_e
kT = kB * T
mu = eta * kT
norm, mean_y, var_y = closed_moments(eta)
slope = ((2 * mass)**1.5 / (2 * np.pi**2 * hbar**3)
         * 2 / (3 * mass) * tau0 * np.sqrt(kT))
sigma = e**2 * slope * kT * norm
seebeck = -kB / e * mean_y
lorenz_unit = (kB / e)**2
kappa_e = sigma * T * lorenz_unit * var_y
kappa_0 = sigma * T * lorenz_unit * (var_y + mean_y**2)
subtraction = seebeck**2 * sigma * T

# Independent road: Boltzmann equation on a wavevector grid
k_thermal = np.sqrt(2 * mass * kT) / hbar
nodes, weights = np.polynomial.legendre.leggauss(300)
q_max = 7.0
q = (0.5 * q_max * (nodes + 1))[:, None]
q_weight = (0.5 * q_max * weights)[:, None]
cosines, cos_weights = np.polynomial.legendre.leggauss(12)
qx = q * cosines[None, :]
q_perp2 = q**2 - qx**2
measure = (2 / (2 * np.pi)**3 * 2 * np.pi * k_thermal**3
           * q**2 * q_weight * cos_weights[None, :])


def local_fermi(qx_value, mu_value, T_value):
    energy = kT * (qx_value**2 + q_perp2)
    return expit(-(energy - mu_value) / (kB * T_value))


def currents(field, grad_mu, grad_T):
    """Charge and heat current densities from finite differences of f."""
    dx, dq = 1e-5, 1e-4
    df_dx = (local_fermi(qx, mu + grad_mu * dx, T + grad_T * dx)
             - local_fermi(qx, mu - grad_mu * dx, T - grad_T * dx)) / (2 * dx)
    df_dk = (local_fermi(qx + dq, mu, T)
             - local_fermi(qx - dq, mu, T)) / (2 * dq * k_thermal)
    vx = hbar * k_thermal * qx / mass
    delta_f = -(tau0 / q) * (vx * df_dx - e * field / hbar * df_dk)
    flux = np.sum(measure * vx * delta_f)
    energy_flux = np.sum(measure * vx * delta_f * kT * q**2)
    return -e * flux, energy_flux - mu * flux


grad_T = 1000.0
J_iso, Q_iso = currents(1.0, 0.0, 0.0)
J_short, Q_short = currents(0.0, 0.0, grad_T)
peltier = Q_iso / J_iso
kappa_short = -Q_short / grad_T
assert close(J_iso, sigma, 1e-6)
assert close(kappa_short, kappa_0, 1e-6)


def open_circuit(grad_mu):
    """Electric field that stops the current, and resulting conductivity."""
    field = -currents(0.0, grad_mu, grad_T)[0] / J_iso
    J, Q = currents(field, grad_mu, grad_T)
    assert abs(J) < 1e-7 * abs(J_short)
    return field, -Q / grad_T


# Derivative of mu with T at fixed electron density
density_mean_y = power_moments(0.5, eta)[1]
dmu_dT = -kB * density_mean_y


def density(T_value, mu_value):
    energy_integral = quad(lambda s: 2 * s**2 * expit(
        -(s**2 * kT - mu_value) / (kB * T_value)), 0, 8,
        epsabs=1e-13, epsrel=1e-12)[0]
    return (2 * mass * kT)**1.5 / (2 * np.pi**2 * hbar**3) * energy_integral


n_el = density(T, mu)
density_change = (density(T + 0.1, mu + 0.1 * dmu_dT)
                  - density(T - 0.1, mu - 0.1 * dmu_dT)) / 0.2
assert abs(density_change * T / n_el) < 1e-5

field_a, kappa_a = open_circuit(0.0)
field_b, kappa_b = open_circuit(dmu_dT * grad_T)
force_b = field_b + dmu_dT * grad_T / e
assert close(kappa_a, kappa_e, 1e-6) and close(kappa_b, kappa_e, 1e-6)
assert close(field_a / grad_T, seebeck, 1e-6)
assert close(force_b, field_a, 1e-6)
assert abs(field_b - field_a) > 0.1 * abs(field_a)
assert close(peltier, T * field_a / grad_T, 1e-6)
peltier_heat = -peltier * J_short / grad_T
assert close(kappa_short - kappa_a, peltier_heat, 1e-6)
assert close(peltier_heat, subtraction, 1e-6)

# Zero electric field at uniform density is yet another condition
J_nofield, Q_nofield = currents(0.0, dmu_dT * grad_T, grad_T)
kappa_nofield = -Q_nofield / grad_T
L1 = sigma / e**2 * kT * mean_y
assert close(kappa_nofield, kappa_0 + L1 * dmu_dT, 1e-6)
assert abs(kappa_nofield - kappa_0) > 0.05 * kappa_0

# Closed moments against quadrature over a wide range of filling
scan = []
for eta_s in (-4.0, -2.0, 0.0, 1.0, 4.0, 10.0, 40.0):
    norm_s, mean_s, var_s = closed_moments(eta_s)
    norm_q, mean_q, second_q = power_moments(1.0, eta_s)
    assert close(norm_s, norm_q, 1e-7) and close(mean_s, mean_q, 1e-6)
    assert close(var_s, second_q - mean_q**2, 1e-6)
    second_s = var_s + mean_s**2
    scan.append((eta_s, var_s, second_s, mean_s**2 / second_s))

# Nondegenerate limit; neglected terms are of order exp(eta)
for p in (0.5, 1.0, 2.0):
    _, mean_n, second_n = power_moments(p, -12.0)
    assert close(second_n - mean_n**2, p + 1, 1e-4)
    assert close(second_n, p + 1 + (p + 1 + 12.0)**2, 1e-4)

# Degenerate limit; neglected terms are of relative order 1/eta^2
eta_d = 60.0
for p in (1.0, 1.5, 2.0):
    _, mean_d, second_d = power_moments(p, eta_d)
    assert close(second_d - mean_d**2, np.pi**2 / 3, 0.02)
    assert close(mean_d**2 / second_d, np.pi**2 / 3 * p**2 / eta_d**2, 0.02)

# Narrow transport window centred away from the chemical potential
offset = 2.4
window_results = []
for half_width in (0.2, 0.1):
    _, mean_w, second_w = weighted_moments(
        lambda x: 1.0, 0.0, offset - half_width, offset + half_width)
    var_w = second_w - mean_w**2
    assert close(var_w, half_width**2 / 3, 0.01)
    assert close(second_w, offset**2, 0.02)
    window_results.append((half_width, var_w, second_w))

# Collisions that keep directional memory while changing the energy
x_grid = 0.5 * 40 * (nodes + 1)
y_grid = x_grid - eta
population = weights * np.sqrt(x_grid) * thermal_window(y_grid)
population /= population.sum()
speed = np.sqrt(x_grid)


def memory_model(memory):
    """Open-circuit heat response, subtraction formula, variance; per L0."""
    collision = np.diag(population) - memory * np.outer(population, population)
    force_drive = population * speed
    heat_drive = force_drive * y_grid
    # symmetric scaling keeps the linear solve well conditioned
    root = np.sqrt(population)
    scaled = collision / np.outer(root, root)

    def respond(drive):
        return np.linalg.solve(scaled, drive / root) / root

    phi_force, phi_heat = respond(force_drive), respond(heat_drive)
    L0m = force_drive @ phi_force
    balance = -(force_drive @ phi_heat) / L0m
    phi_open = respond(heat_drive + balance * force_drive)
    direct = heat_drive @ phi_open / L0m
    seebeck_like = heat_drive @ phi_force / L0m
    subtracted = heat_drive @ phi_heat / L0m - seebeck_like**2
    w = force_drive * phi_force / L0m
    variance = w @ y_grid**2 - (w @ y_grid)**2
    return direct, subtracted, variance


direct_0, subtracted_0, variance_0 = memory_model(0.0)
direct_m, subtracted_m, variance_m = memory_model(0.5)
assert close(direct_0, variance_0, 1e-8)
assert close(variance_0, var_y, 1e-5)
assert close(direct_m, subtracted_m, 1e-8)
assert direct_m < 0.9 * variance_m

print(f"temperature = {T:.0f} K; eta = {eta:.1f}; mass = {mass/m_e:.1f} m_e")
print(f"tau at E = kB T: {tau0*1e15:.0f} fs; kB T = {kT/e*1e3:.3f} meV")
print(f"electron density = {n_el:.4e} m^-3")
print(f"normalization integral ln(1+exp(eta)) = {norm:.5f}")
print(f"mean of (E-mu)/(kB T) = {mean_y:.5f}")
print(f"mean square of (E-mu)/(kB T) = {var_y+mean_y**2:.5f}")
print(f"variance of E/(kB T) = {var_y:.5f}")
print(f"standard deviation of E = {np.sqrt(var_y)*kT/e*1e3:.2f} meV")
print(f"sigma = {sigma:.5e} S/m")
print(f"S = {seebeck*1e6:.3f} microvolt/K")
print(f"kappa_0 (zero electrochemical force) = {kappa_0:.5f} W/(m K)")
print(f"S^2 sigma T = {subtraction:.5f} W/(m K)")
print(f"kappa_e (open circuit) = {kappa_e:.5f} W/(m K)")
print(f"kappa_0/kappa_e = {kappa_0/kappa_e:.4f}")
print(f"unit (kB/e)^2 = {lorenz_unit:.5e} V^2/K^2")
print(f"Lorenz number of example = {var_y*lorenz_unit:.5e} V^2/K^2")
print(f"degenerate Lorenz number = {np.pi**2/3*lorenz_unit:.5e} V^2/K^2")
print(f"pi^2/3 = {np.pi**2/3:.5f}")
print("Wavevector-grid Boltzmann solution:")
print(f"  temperature gradient = {grad_T:.0f} K/m")
print(f"  kappa at zero electrochemical force = {kappa_short:.5f} W/(m K)")
print(f"  short-circuit current density = {J_short:.4f} A/m^2")
print(f"  Peltier coefficient = {peltier*1e3:.3f} mV")
print(f"  Peltier heat per gradient = {peltier_heat:.5f} W/(m K)")
print(f"  open circuit, uniform mu: field = {field_a:.5f} V/m,"
      f" kappa = {kappa_a:.5f} W/(m K)")
print(f"  open circuit, uniform density: field = {field_b:.5f} V/m,"
      f" kappa = {kappa_b:.5f} W/(m K)")
print(f"  d mu/dT at fixed density = {dmu_dT/e*1e6:.3f} microeV/K")
print(f"  zero electric field, uniform density: heat coefficient"
      f" = {kappa_nofield:.5f} W/(m K)")
print(f"  current density in that case = {J_nofield:.4f} A/m^2")
print("Scan, Lorenz ratios in (kB/e)^2:")
print("  eta   open-circuit   zero-force   subtracted fraction")
for eta_s, open_s, zero_s, fraction_s in scan:
    print(f"  {eta_s:5.1f}  {open_s:9.5f}  {zero_s:11.5f}  {fraction_s:11.6f}")
print(f"Narrow window centred {offset:.1f} kB T above mu, in (kB/e)^2:")
for half_width, var_w, second_w in window_results:
    print(f"  half-width {half_width:.1f} kB T: open-circuit {var_w:.6f},"
          f" zero-force {second_w:.5f}")
print("Energy-changing collisions, Lorenz ratios in (kB/e)^2:")
print(f"  memory 0.0: direct {direct_0:.5f}, variance {variance_0:.5f}")
print(f"  memory 0.5: direct {direct_m:.5f}, subtraction {subtracted_m:.5f},"
      f" variance {variance_m:.5f}")
print("every check passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 218, in <module>
    assert close(variance_0, var_y, 1e-5)
AssertionError
```

The author's reading of the failure: The failed check compared the mean-square energy spread of the last model, at zero directional memory, with that of the worked example, but the two had different transport distributions. The last model used an energy-independent collision rate, which gives a distribution proportional to E^(3/2), whereas the example's rate grows as E^(1/2) and gives one proportional to E. The collision rate of the last model now grows as E^(1/2), and its energy-changing part is rebuilt from the same rate, so its printed values describe a changed model. No tolerance is changed and no test is removed; new tests check the predicted effect of memory on the conductivity, the Lorenz ratio and the thermal conductivity.

Diff:

```diff
@@ -181,5 +181,6 @@
     window_results.append((half_width, var_w, second_w))
 
-# Collisions that keep directional memory while changing the energy
+# Collisions that change the energy but keep a fraction of the direction.
+# The collision rate grows as sqrt(E), as in the worked model.
 x_grid = 0.5 * 40 * (nodes + 1)
 y_grid = x_grid - eta
@@ -187,13 +188,16 @@
 population /= population.sum()
 speed = np.sqrt(x_grid)
+collision_rate = np.sqrt(x_grid)
 
 
 def memory_model(memory):
-    """Open-circuit heat response, subtraction formula, variance; per L0."""
-    collision = np.diag(population) - memory * np.outer(population, population)
+    """Conductivity L0; then direct heat response, subtraction, variance."""
+    outflow = population * collision_rate
+    inflow = memory * np.outer(outflow, outflow) / outflow.sum()
+    collision = np.diag(outflow) - inflow
     force_drive = population * speed
     heat_drive = force_drive * y_grid
     # symmetric scaling keeps the linear solve well conditioned
-    root = np.sqrt(population)
+    root = np.sqrt(outflow)
     scaled = collision / np.outer(root, root)
 
@@ -210,13 +214,17 @@
     w = force_drive * phi_force / L0m
     variance = w @ y_grid**2 - (w @ y_grid)**2
-    return direct, subtracted, variance
-
-
-direct_0, subtracted_0, variance_0 = memory_model(0.0)
-direct_m, subtracted_m, variance_m = memory_model(0.5)
+    return L0m, direct, subtracted, variance
+
+
+memory = 0.5
+L0_0, direct_0, subtracted_0, variance_0 = memory_model(0.0)
+L0_m, direct_m, subtracted_m, variance_m = memory_model(memory)
 assert close(direct_0, variance_0, 1e-8)
 assert close(variance_0, var_y, 1e-5)
 assert close(direct_m, subtracted_m, 1e-8)
 assert direct_m < 0.9 * variance_m
+assert close(L0_m / L0_0, 1 / (1 - memory), 1e-8)
+assert close(direct_m, (1 - memory) * variance_m, 1e-8)
+assert close(L0_m * direct_m, L0_0 * direct_0, 1e-8)
 
 print(f"temperature = {T:.0f} K; eta = {eta:.1f}; mass = {mass/m_e:.1f} m_e")
@@ -262,5 +270,6 @@
 print("Energy-changing collisions, Lorenz ratios in (kB/e)^2:")
 print(f"  memory 0.0: direct {direct_0:.5f}, variance {variance_0:.5f}")
-print(f"  memory 0.5: direct {direct_m:.5f}, subtraction {subtracted_m:.5f},"
-      f" variance {variance_m:.5f}")
+print(f"  memory {memory:.1f}: direct {direct_m:.5f},"
+      f" subtraction {subtracted_m:.5f}, variance {variance_m:.5f}")
+print(f"  conductivity ratio, memory {memory:.1f} to 0.0: {L0_m/L0_0:.5f}")
 print("every check passed")
```

The mended program passes:

```
temperature = 600 K; eta = 1.0; mass = 1.0 m_e
tau at E = kB T: 20 fs; kB T = 51.704 meV
electron density = 1.1183e+26 m^-3
normalization integral ln(1+exp(eta)) = 1.31326
mean of (E-mu)/(kB T) = 1.75084
mean square of (E-mu)/(kB T) = 5.38591
variance of E/(kB T) = 2.32047
standard deviation of E = 78.76 meV
sigma = 3.95179e+04 S/m
S = -150.876 microvolt/K
kappa_0 (zero electrochemical force) = 0.94831 W/(m K)
S^2 sigma T = 0.53974 W/(m K)
kappa_e (open circuit) = 0.40857 W/(m K)
kappa_0/kappa_e = 2.3210
unit (kB/e)^2 = 7.42584e-09 V^2/K^2
Lorenz number of example = 1.72315e-08 V^2/K^2
degenerate Lorenz number = 2.44300e-08 V^2/K^2
pi^2/3 = 3.28987
Wavevector-grid Boltzmann solution:
  temperature gradient = 1000 K/m
  kappa at zero electrochemical force = 0.94831 W/(m K)
  short-circuit current density = 5962.2900 A/m^2
  Peltier coefficient = -90.525 mV
  Peltier heat per gradient = 0.53974 W/(m K)
  open circuit, uniform mu: field = -0.15088 V/m, kappa = 0.40857 W/(m K)
  open circuit, uniform density: field = -0.03875 V/m, kappa = 0.40857 W/(m K)
  d mu/dT at fixed density = -112.129 microeV/K
  zero electric field, uniform density: heat coefficient = 0.54718 W/(m K)
  current density in that case = 1531.2065 A/m^2
Scan, Lorenz ratios in (kB/e)^2:
  eta   open-circuit   zero-force   subtracted fraction
   -4.0    2.00454     38.11374     0.947406
   -2.0    2.03172     18.55074     0.890477
    0.0    2.17212      7.80391     0.721662
    1.0    2.32047      5.38591     0.569159
    4.0    2.82052      3.44717     0.181785
   10.0    3.18232      3.29052     0.032881
   40.0    3.28310      3.28987     0.002056
Narrow window centred 2.4 kB T above mu, in (kB/e)^2:
  half-width 0.2 kB T: open-circuit 0.013249, zero-force 5.72019
  half-width 0.1 kB T: open-circuit 0.003328, zero-force 5.75001
Energy-changing collisions, Lorenz ratios in (kB/e)^2:
  memory 0.0: direct 2.32047, variance 2.32047
  memory 0.5: direct 1.16024, subtraction 1.16024, variance 2.32047
  conductivity ratio, memory 0.5 to 0.0: 2.00000
every check passed
```
